\section*{Roughness Spectrum of Frozen Capillary Waves on Reflowed Glass}

\section{The decision and the setting}

A calculation of scattering loss at a reflowed glass waveguide surface needs a roughness spectrum. One choice is to measure an rms height and attach an assumed correlation length. The other is to use the spectrum that thermal motion leaves in the surface when the melt solidifies. The second choice has no correlation length and no free amplitude, but it needs a temperature, and neither the temperature of use nor the glass transition temperature is the right one in general.

Let $h(x,y)$ be the height of the surface above its mean plane, on a periodic square of side $L$ and area $A=L^2$. The assumptions for the liquid are:
\begin{itemize}
\item the volume is conserved, so $h$ has zero mean;
\item slopes are small, $|\nabla h|\ll1$, and the surface tension $\gamma$ is constant;
\item gravity and bending stiffness are neglected;
\item the motion is classical and in equilibrium at temperature $T$.
\end{itemize}
The Fourier convention is
\begin{equation}
h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad
S(q)=A\langle|h_{\mathbf q}|^2\rangle .
\end{equation}
There is one wavevector per area $(2\pi)^2/A$, so for a large square
\begin{equation}
\langle h^2\rangle=\sum_{\mathbf q}\langle|h_{\mathbf q}|^2\rangle
=\int\!\frac{d^2q}{(2\pi)^2}\,S(q).
\end{equation}
Here $q=2\pi/\text{wavelength}$. Another placement of the factors $2\pi$ changes the prefactor of $S$.

\section{The equilibrium spectrum}

\paragraph{Lemma 1 (energy).} To second order in the slope, the excess surface energy is
\begin{equation}
E=\frac{\gamma A}{2}\sum_{\mathbf q}q^2|h_{\mathbf q}|^2 .
\end{equation}

\emph{Proof.} A tilted element has area $\sqrt{1+|\nabla h|^2}\,d^2r$. Subtracting the flat area and expanding the root gives
\begin{equation}
E=\gamma\int\!\left(\sqrt{1+|\nabla h|^2}-1\right)d^2r
\simeq\frac{\gamma}{2}\int|\nabla h|^2d^2r .
\end{equation}
Inserting the Fourier series,
\begin{equation}
\int|\nabla h|^2d^2r=\sum_{\mathbf q,\mathbf q'}(i\mathbf q)\cdot(i\mathbf q')\,
h_{\mathbf q}h_{\mathbf q'}\int e^{i(\mathbf q+\mathbf q')\cdot\mathbf r}d^2r .
\end{equation}
The last integral is $A$ for $\mathbf q'=-\mathbf q$ and zero otherwise. Then $(i\mathbf q)\cdot(-i\mathbf q)=q^2$, and since $h$ is real, $h_{-\mathbf q}=h_{\mathbf q}^*$. This gives the stated sum.

\paragraph{Theorem 1 (capillary spectrum).} Under the assumptions above,
\begin{equation}
S(q)=\frac{kT}{\gamma q^2}.
\end{equation}

\emph{Proof.} The modes $\mathbf q$ and $-\mathbf q$ are not independent. Write $h_{\mathbf q}=a+ib$ and keep one member of each pair. The two equal terms in $E$ add up to
\begin{equation}
E_{\rm pair}=2\cdot\frac{\gamma A}{2}q^2(a^2+b^2)=\gamma Aq^2(a^2+b^2).
\end{equation}
The amplitudes are linear in the heights, so the Boltzmann weight is a product of independent Gaussians in $a$ and $b$. With $c=\gamma Aq^2$,
\begin{equation}
\langle a^2\rangle=\frac{\int a^2e^{-ca^2/kT}da}{\int e^{-ca^2/kT}da}=\frac{kT}{2c}
=\frac{kT}{2\gamma Aq^2},
\end{equation}
which is equipartition: $\langle ca^2\rangle=kT/2$. The same holds for $b$. Therefore $\langle|h_{\mathbf q}|^2\rangle=\langle a^2\rangle+\langle b^2\rangle=kT/(A\gamma q^2)$, and multiplication by $A$ completes the proof.

\paragraph{Remark (gravity and bending).} Gravity adds $\tfrac12\rho g h^2$ per area, with $\rho$ the density, and a bending rigidity $\kappa$ adds $\tfrac12\kappa(\nabla^2h)^2$. In Fourier form they replace $\gamma q^2$ by $\rho g+\gamma q^2+\kappa q^4$, so
\begin{equation}
S(q)=\frac{kT}{\rho g+\gamma q^2+\kappa q^4}.
\end{equation}
Theorem 1 is the middle range, $\rho g/\gamma\ll q^2\ll\gamma/\kappa$.

\paragraph{Corollary 1 (line scan).} A profile along $x$ has the spectrum
\begin{equation}
S_1(k)=\frac{kT}{2\gamma|k|},\qquad \langle h^2\rangle=\int_{-\infty}^{\infty}\frac{dk}{2\pi}S_1(k).
\end{equation}

\emph{Proof.} On the line $y=0$ the amplitude at $k\neq0$ is the sum of $h_{(k,k_y)}$ over $k_y$. These terms are uncorrelated, so their variances add:
\begin{align}
S_1(k)&=L\sum_{k_y}\frac{S}{A}=\frac1L\sum_{k_y}S
\to\int\frac{dk_y}{2\pi}\frac{kT}{\gamma(k^2+k_y^2)}\nonumber\\
&=\frac{kT}{2\pi\gamma}\,\frac{\pi}{|k|}=\frac{kT}{2\gamma|k|}.
\end{align}
In $kT$ the letter $k$ is Boltzmann's constant; as an argument it is the wavevector along the scan. A line scan thus falls as $1/|k|$, while the surface spectrum falls as $1/q^2$.

Both results were tested on a $32\times32$ grid of heights, by inverting the matrix of the energy written in real space. For the two longest waves along an axis, both spectra agreed with the formulas within 2\%.

\paragraph{Corollary 2 (band variance).} Between $q_{\min}$ and $q_{\max}$,
\begin{equation}
\sigma^2=\int_{q_{\min}}^{q_{\max}}\frac{2\pi q\,dq}{4\pi^2}\frac{kT}{\gamma q^2}
=\frac{kT}{2\pi\gamma}\ln\frac{q_{\max}}{q_{\min}} .
\end{equation}
A line scan with the same limits on $|k|$ gives $2\int(dk/2\pi)\,kT/(2\gamma k)$, the same value, although it collects a strip of modes and not a ring. The logarithm diverges at both ends, so an rms height has a meaning only together with its band.

\section{Which temperature is frozen in}

\paragraph{Lemma 2 (viscous decay).} On a deep liquid of viscosity $\eta$, with inertia neglected, a surface wave decays at the rate
\begin{equation}
\Gamma=\frac{\gamma q}{2\eta}.
\end{equation}

\emph{Proof.} Let the liquid fill $z<0$. Take all fields proportional to $e^{iqx}$, with horizontal velocity $v$, vertical velocity $w_z$, pressure $p$ and $D=d/dz$. Incompressibility and the two force balances are
\begin{align}
iqv+Dw_z&=0,\\
-iqp+\eta(D^2-q^2)v&=0,\\
-Dp+\eta(D^2-q^2)w_z&=0.
\end{align}
Multiplying the second by $iq$ and using the first gives $q^2p=\eta(D^2-q^2)Dw_z$. Inserting this in the third gives $(D^2-q^2)^2w_z=0$. The solution that vanishes at depth is $w_z=(\alpha+\beta' z)e^{qz}$. The free surface carries no shear stress, $Dv+iqw_z=0$, which with $v=(i/q)Dw_z$ means $D^2w_z+q^2w_z=0$ at $z=0$. This reads $2q^2\alpha+2q\beta'=0$, so $\beta'=-q\alpha$ and
\begin{equation}
w_z=\dot h\,(1-qz)e^{qz}.
\end{equation}
At the surface $Dw_z=0$ and $D^3w_z=-2q^3\dot h$, hence $p=-2\eta q\dot h$. Under a crest the surface tension requires $p-2\eta Dw_z=\gamma q^2h$. Therefore $-2\eta q\dot h=\gamma q^2h$, or $\dot h=-\Gamma h$.

\paragraph{Lemma 3 (variance during cooling).} If the thermal force at each instant is that of equilibrium at the current $T(t)$, then
\begin{equation}
\frac{dS}{dt}=-2\Gamma\left[S-\frac{kT(t)}{\gamma q^2}\right].
\end{equation}

\emph{Proof.} In a short time $dt$ an amplitude $a$ becomes $(1-\Gamma dt)a$ plus a random kick that is uncorrelated with $a$ and has variance $N\,dt$. To first order, $d\langle a^2\rangle/dt=-2\Gamma\langle a^2\rangle+N$. Equilibrium at $T$ must be stationary, so $N=2\Gamma\,kT/(2\gamma Aq^2)$. Adding the equation for $b$ and multiplying by $A$ gives the lemma.

\paragraph{Theorem 2 (frozen spectrum).} Let the melt cool at a constant rate $R$ from a temperature at which the wave relaxes fast. Near freezing let $\eta$ rise by a factor $e$ for each drop $w$ in temperature. Then
\begin{equation}
S(q)=\frac{kT_f(q)}{\gamma q^2},\qquad T_f=T_1-\gamma_{\rm E}w,\qquad
\eta(T_1)=\frac{\gamma qw}{R},
\end{equation}
where $\gamma_{\rm E}=0.577$ is Euler's constant.

\emph{Proof.} Define $\Theta=\gamma q^2S/k$, so that $\dot\Theta=-2\Gamma(\Theta-T)$, and let $u(t)=\int_t^\infty2\Gamma\,dt'$ be the relaxation still to come. Since $\dot u=-2\Gamma$,
\begin{equation}
\frac{d}{dt}\left(\Theta e^{-u}\right)=e^{-u}(\dot\Theta+2\Gamma\Theta)=2\Gamma Te^{-u}.
\end{equation}
Integrating from the start, where $u=u_0$, to the end, where $u=0$,
\begin{equation}
T_f=\Theta_0e^{-u_0}+\int_0^{u_0}T\,e^{-u}du .
\end{equation}
The first term is the memory of the earlier surface and vanishes for large $u_0$. With $2\Gamma=\gamma q/\eta$, $dt=-dT/R$ and $\eta\propto e^{-T/w}$,
\begin{equation}
u=\int_{-\infty}^{T}\frac{\gamma q}{R\,\eta(T')}dT'=\frac{\gamma qw}{R\,\eta(T)}=e^{(T-T_1)/w}.
\end{equation}
The lower limit is formal, since the cold end contributes almost nothing. Thus $T=T_1+w\ln u$, and $\int_0^\infty e^{-u}\ln u\,du=-\gamma_{\rm E}$ gives the result.

\paragraph{Remark (departure from $1/q^2$).} For $\eta\propto e^{B/T}$ the local scale is $w=T_1^2/B$. To leading order in $w/T_1$, the condition on $\eta(T_1)$ gives $dT_f/d\ln q\simeq-w$. Short waves decay faster, follow the cooling longer and freeze colder. The local exponent of the frozen spectrum is therefore
\begin{equation}
\frac{d\ln S}{d\ln q}\simeq-2-\frac{w}{T_f}.
\end{equation}

The freezing theorem was tested by simulating $10^5$ amplitudes with random forces, for $w/T_1=0.15$. They froze at $T_f/T_1=0.911$, against 0.913 from the formula.

\section{The part that radiates}

\paragraph{Proposition.} Let a wave guided along a wide planar surface have wavevector $\boldsymbol\beta$ with $\beta=n_{\rm eff}k_0$, $n_{\rm eff}>1$, where $k_0$ is the optical wavevector in air. In single scattering, the roughness that sends it into air has the spectral weight
\begin{equation}
\sigma_{\rm air}^2=\frac{kT_f}{4\pi\gamma}\ln\frac{n_{\rm eff}^2}{n_{\rm eff}^2-1},
\end{equation}
if $T_f$ is taken as constant over the window.

\emph{Proof.} The scattered field has surface wavevector $\mathbf p=\boldsymbol\beta+\mathbf q$ and propagates in air if $p<k_0$. With $q^2=\beta^2+p^2-2\beta p\cos\phi$ and $\int_0^{2\pi}d\phi/q^2=2\pi/(\beta^2-p^2)$,
\begin{equation}
\int_{p<k_0}\frac{d^2p}{q^2}=\int_0^{k_0}\frac{2\pi p\,dp}{\beta^2-p^2}
=\pi\ln\frac{\beta^2}{\beta^2-k_0^2}.
\end{equation}
Multiplying by $kT_f/(4\pi^2\gamma)$ and inserting $\beta=n_{\rm eff}k_0$ gives the result.

At fixed $n_{\rm eff}$ and with the same $T_f$ for every window, the weight does not depend on the optical wavelength; the slow variation of $T_f$ with $q$ adds a weak dependence. For large $n_{\rm eff}$ it tends to $kT_f/(4\pi\gamma n_{\rm eff}^2)$. For $n_{\rm eff}\to1$ it diverges, because the window then reaches $q=0$, and the longest relaxed wave must cut it off. The weight counts the disc for one direction of travel; a real height pattern also contains the mirror disc and has twice this variance. It is a roughness budget and not a loss coefficient, which also needs the mode field at the surface and the angular pattern.

\section{A reflowed silica surface}

The example is a fused-silica surface, melted more deeply than the longest roughness wave and then used as an air-clad waveguide boundary. Rough typical values are $\gamma=0.30$ N/m, $\eta=10^{12}$ Pa s at 1450 K and an activation energy of 5.5 eV, so $B=63\,825$ K. The surface cools at 10 K/s from 2300 K. The roughness wavelengths run from 20 nm to 10\,000 nm.

\paragraph{Freezing temperature.} At a wavelength of 1000 nm, $q=0.00628$ nm$^{-1}$. The condition of Theorem 2 gives $T_1=1956$ K, where $w=1956^2/63\,825=60$ K and $\eta=1.13\times10^7$ Pa s. The formula yields $T_f=1956-0.577\times60\simeq1922$ K. Integrating the equation of Lemma 3 with the full Arrhenius viscosity gives 1930 K. With a purely exponential viscosity of the same $T_1$ and $w$, the integration agreed with the formula within 0.6 K, so the 8 K comes from the curvature of the Arrhenius law.

The wave freezes at a viscosity about $10^5$ times lower than that at 1450 K, a temperature near the glass transition. Putting 1450 K into the spectrum would make it too small by $1-1450/1930=25\%$. Putting in 300 K would make it too small by a factor of 6.4.

\paragraph{Spectra.} With $kT_f=2.664\times10^{-20}$ J, the ratio $kT_f/\gamma$ is 0.0888 nm$^2$. At 1000 nm,
\begin{align}
S&=\frac{0.0888}{(0.00628)^2}\simeq2250\ {\rm nm^4},\\
S_1&=\frac{0.0888}{2\times0.00628}\simeq7.07\ {\rm nm^3}.
\end{align}
At 100 nm and the same $T_f$, they are 22.5 nm$^4$ and 0.707 nm$^3$: one decade in wavelength costs a factor of 100 in the surface spectrum and 10 in the line spectrum.

The integrated $T_f$ is 2065 K at 10\,000 nm, 1810 K at 100 nm and 1735 K at 20 nm. With its own $T_f$, the value at 100 nm is 21.1 nm$^4$, so the single temperature overestimates it by about 7\%. A line scan also collects shorter waves, which freeze colder, so the single temperature overestimates $S_1$ at 1000 nm by about 2\%. The local exponent near 1000 nm is $-2-60/1930\simeq-2.03$.

\paragraph{Heights.} Over the whole band,
\begin{equation}
\sigma^2=\frac{0.0888}{2\pi}\times6.215=0.0878\ {\rm nm^2},\qquad\sigma=0.296\ {\rm nm}.
\end{equation}
Using $T_f(q)$ instead gives 0.293 nm, a change of 1\%. The single temperature is adequate for the rms because the errors at the two ends partly cancel and the root halves what remains.

For a chosen $n_{\rm eff}=1.30$ the logarithm in the Proposition is 0.896, and
\begin{equation}
\sigma_{\rm air}^2=\frac{0.0888}{4\pi}\times0.896\simeq0.0063\ {\rm nm^2},\qquad
\sigma_{\rm air}\simeq0.080\ {\rm nm}.
\end{equation}
The band variance $\sigma^2$ belongs to a real height pattern, so the fair comparison includes the mirror disc: with the single $T_f$, $2\sigma_{\rm air}^2/\sigma^2\simeq14\%$. Both discs lie inside the band for optical wavelengths from 200 nm to 3000 nm, since their $q$ runs from $0.3k_0$ to $2.3k_0$. The other 86\% of the variance does not scatter the guided wave into air in this order. The rms of a scan, given without its band and the shape of the spectrum, is thus a poor input for a loss calculation; for radiation into air, the level of the spectrum inside the radiating window is what counts in this model. In a planar guide, roughness outside the discs can also deflect the wave into other guided directions in the plane. A scalar estimate for a slab with $n_{\rm eff}=1.30$ at 1550 nm, with $q$ inside the band, puts this at roughly 0.6 to 0.75 of the rate into air, mostly at small angles, with a few percent scattered backward. That channel is not part of $\sigma_{\rm air}^2$.

\section{Size of what was neglected}

Each ratio is taken at the end of the band where it is largest.
\begin{itemize}
\item \emph{Gravity} against tension, $\rho g/(\gamma q^2)$ with $\rho=2200$ kg/m$^3$, is $1.8\times10^{-7}$ at 10\,000 nm.
\item \emph{Bending} against tension, $\kappa q^2/\gamma$, is $9\times10^{-3}$ at 20 nm if $\kappa$ is set to $kT_f$. That rigidity is a scale and not a property computed for silica.
\item \emph{Slope.} The mean square slope is $\int d^2q\,q^2S/(2\pi)^2=kT_f(q_{\max}^2-q_{\min}^2)/(4\pi\gamma)=7\times10^{-4}$ with the single $T_f=1930$ K, about 10\% too high because the short waves that dominate it freeze colder. For a single wave of fixed phase on a 20 nm square, which has one real amplitude, the exact area raises $S$ by $5\times10^{-4}$ of its value. With both amplitudes $a$ and $b$ free, the change is $7\times10^{-4}$.
\item \emph{Quantum effects.} With the inviscid capillary frequency, $\omega^2=\gamma q^3/\rho$, the ratio $\hbar\omega/kT_f$ is $2.6\times10^{-4}$ at 20 nm.
\item \emph{Inertia} against viscosity, $\rho\Gamma/(\eta q^2)$, is $3\times10^{-16}$ at 10\,000 nm, with the viscosity at $T_1$.
\item \emph{Elasticity.} For an incompressible solid of shear modulus $G$, the flow of Lemma 2 becomes a displacement and $\eta\dot h$ becomes $Gh$, so the elastic restoring pressure is $2Gqh$. With $G=31$ GPa, tension is $\gamma q/(2G)=1.5\times10^{-3}$ of it at 20 nm. The same ratio compares the stress relaxation time $\eta/G$ with $1/\Gamma$, so the melt does flow as a liquid while the wave freezes. It also makes vibration of the solid at 300 K small, about $3\times10^{-4}$ of the frozen spectrum at 20 nm. Silica is compressible, with a Poisson ratio near 0.17, which softens the surface by a factor of about 1.7 and raises this to about $4\times10^{-4}$.
\item \emph{Memory.} The factor $e^{-u_0}$ is $4\times10^{-8}$ at 10\,000 nm, so earlier roughness in this band is erased for the viscosity assumed. The exponent $u_0\simeq17$ scales as $1/\eta$: a viscosity 3 times higher leaves about $3\times10^{-3}$, and one 10 times higher about 0.2.
\end{itemize}

\paragraph{The real case.} The material values are rough but ordinary for silica; a 10\% error in $\gamma$ moves $S$ by about 10\%, and a factor of 3 in $\eta$ moves $T_f$ by about $w\ln3\simeq60$ K, or $S$ by about 3\%. The thermal history is the weaker assumption. Silicon melts at roughly 1700 K, so a chip on silicon cannot be held uniformly at 2300 K, and silica on it has to be heated locally. Small, locally heated parts can cool much faster than 10 K/s. A rate 100 times higher raises $T_f$ by about $w\ln100\simeq280$ K to leading order, and $S$ by about 14\%. Freezing then begins close to 2300 K, and a hold at the top temperature must do the erasing. Evaporation, crystallization, contamination, the variation of $\gamma$ with temperature and the stress of fibre drawing are not included, and their effect is not estimated here. The depth is also a limit. A silica guide, with index near 1.44, has $n_{\rm eff}=1.30$ only as an air-clad slab about 700 nm thick at an optical wavelength of 1550 nm. If it is reflowed at that thickness, it is not a deep liquid for the long waves: at the long end of the air window, near 5200 nm, the two film modes decay about 0.2 and 20 times as fast as in Lemma 2 and freeze near 2120 K and 1860 K instead of about 2025 K. The freezing temperatures above apply to a surface frozen on a deep melt, or to waves shorter than about 1000 nm on such a slab. A sidewall that was etched and never melted has no reason to follow this law.

The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
surface tension (rough): 0.30 N/m
viscosity at 1450 K (rough): 1.0e+12 Pa s
activation energy (rough): 5.5 eV = 63825 K
shear modulus (rough): 31 GPa
density (rough): 2200 kg/m^3
cooling: 10 K/s from 2300 K
roughness band: 20 nm to 10000 nm
q at 1000 nm: 0.00628 1/nm
T1 at 1000 nm: 1956 K
w at 1000 nm: 60.0 K
viscosity at T1: 1.13e+07 Pa s
decay time 1/Gamma at T1: 12.0 s
T_f at 1000 nm, formula: 1922 K
T_f at 1000 nm, integrated (used below): 1930 K
T_f at 10000 nm, integrated: 2065 K
T_f at 100 nm, integrated: 1810 K
T_f at 20 nm, integrated: 1735 K
k T_f: 2.664e-20 J = 0.1663 eV
k T_f / gamma: 0.0888 nm^2
S(q) at 1000 nm: 2250 nm^4
S(q) at 100 nm, same T_f: 22.5 nm^4
S(q) at 100 nm, own T_f: 21.1 nm^4
line spectrum at 1000 nm: 7.07 nm^3
line spectrum at 100 nm: 0.707 nm^3
ln(q_max/q_min): 6.215
band variance, single T_f: 0.0878 nm^2
band rms, single T_f: 0.296 nm
band rms, T_f(q): 0.293 nm
effective index (chosen): 1.30
log factor of air window: 0.896
rms able to radiate into air: 0.080 nm
simulated freezing T_f/T1: 0.911, formula 0.913
exact-area mode error at 20 nm: 5.0e-04 (ratio)
gravity/tension at 10000 nm: 1.8e-07 (ratio)
bending/tension at 20 nm: 8.8e-03 (ratio)
mean square slope in band: 7.0e-04 (ratio)
hbar omega/kT at 20 nm: 2.6e-04 (ratio)
inertia/viscosity at 10000 nm: 3.1e-16 (ratio)
tension/elasticity at 20 nm: 1.5e-03 (ratio)
300 K vibration/frozen spectrum at 20 nm: 2.6e-04 (ratio)
memory of earlier spectrum at 10000 nm: 4.3e-08 (ratio)
\end{verbatim}
